# When ordering raises an alloy's resistivity: Rossiter's model

## Question

A binary alloy A₃B on an fcc lattice can be prepared disordered or with long-range order. Order makes the atomic arrangement more regular, which removes scattering. It also gives the crystal a larger repeating cell, whose new energy gaps may remove carriers. Rossiter's model represents the second effect by an effective carrier number

$$n(S)=n_0(1-AS^2),\qquad 0\le S\le 1,$$

where $S$ is the long-range order parameter and $A$ is a constant of the alloy, with $A<1$.

Use atomic units in the algebra ($\hbar=m=e=1$). Energies are quoted in eV, lengths in angstrom and resistivities in $\mu\Omega\,$cm. All comparisons between different $S$ are made at the same temperature, if necessary with a quenched disordered sample as the reference.

**(a)** Show that, with a scattering rate $G$ common to all carriers, the resistivity is $r=G/n$. Define $n$ by a sum over the Fermi surface and evaluate it for free electrons.

**(b)** Find how the disorder scattering rate depends on $S$.

**(c)** Add phonon scattering, and find the phonon resistivity above which ordering raises the total resistivity.

**(d)** Convert the condition into a temperature, and evaluate it for $A=0.4$ and $A=0.8$ with these round parameters: cell edge 3.75 angstrom, one carrier per atom, disorder rate 0.140 eV at $S=0$, electron-phonon transport coupling $\lambda=0.15$, Debye temperature 280 K, ordering temperature 660 K. Take 1200 K as a rough melting temperature.

**(e)** Examine what happens to the condition if the carrier loss is not quadratic in $S$, or if order changes the phonon scattering rate.

## Model answers

### (a) Resistivity and effective carrier number

An electron has charge $-1$, so a field $E$ along $x$ gives $\dot k_x=-E$. In the steady state, drift in $k$ space balances relaxation towards the equilibrium distribution $f_0$. To first order in the field,

$$-E\,\frac{\partial f_0}{\partial k_x}=-G\,\delta f .$$

Since $\partial f_0/\partial k_x=v_x\,\partial f_0/\partial\varepsilon$, this gives $\delta f=(E/G)\,v_x\,\partial f_0/\partial\varepsilon$. The current density, with two spins and charge $-1$, is

$$j=-2\int\frac{d^3k}{(2\pi)^3}\,v_x\,\delta f
=\frac{E}{G}\int\frac{d^3k}{4\pi^3}\,v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

At temperatures far below the Fermi temperature, the last factor is a delta function at the Fermi energy $\varepsilon_F$. Hence

$$r=\frac{E}{j}=\frac{G}{n},\qquad
n=\int\frac{d^3k}{4\pi^3}\,v_x^2\,\delta(\varepsilon-\varepsilon_F).$$

For free electrons $v=k$, and the angular average of $v_x^2$ is $k^2/3$. With $\delta(k^2/2-\varepsilon_F)=\delta(k-k_F)/k_F$,

$$n=\frac{4\pi}{4\pi^3}\int_0^\infty dk\,k^2\,\frac{k^2}{3}\,\frac{\delta(k-k_F)}{k_F}=\frac{k_F^3}{3\pi^2},$$

which is the electron density. In a crystal $n$ also contains the band velocities. A gap can therefore lower $n$ without removing any electrons from the solid.

### (b) Scattering by disorder

One quarter of the sites are B sites, meaning those occupied by B atoms in the perfectly ordered crystal. Let $p_B$ and $p_A$ be the probabilities of finding a B atom on a B site and on an A site. Define $S=p_B-p_A$. The composition requires $\tfrac14p_B+\tfrac34p_A=\tfrac14$, so

$$p_B=\tfrac14+\tfrac34S,\qquad p_A=\tfrac14-\tfrac14S .$$

Let $c_i=1$ if site $i$ holds a B atom and $c_i=0$ otherwise. Write $c_i=p_i+\delta_i$. The average part $p_i$ is periodic: it shapes the bands but does not cause resistive scattering. The fluctuation $\delta_i$ scatters. If $w_q$ is the Fourier transform of the difference between the two atomic potentials, the scattering probability at wavevector $q$ is proportional, in the golden rule, to

$$|w_q|^2\Big\langle\Big|\sum_i\delta_i e^{-iq\cdot R_i}\Big|^2\Big\rangle
=|w_q|^2\sum_i\langle\delta_i^2\rangle .$$

The cross terms vanish because the occupations of different sites, on the same or different sublattices, are assumed independent. This assumption excludes short-range order. Since $c_i^2=c_i$, the variance on a site is $p_i(1-p_i)$. Its average over sites is

$$\begin{aligned}
\overline{p(1-p)}&=\tfrac14-\tfrac14\left(\tfrac14+\tfrac34S\right)^2-\tfrac34\left(\tfrac14-\tfrac14S\right)^2\\
&=\tfrac14-\tfrac1{16}-\left(\tfrac{9}{64}+\tfrac{3}{64}\right)S^2
=\tfrac{3}{16}(1-S^2).
\end{aligned}$$

The terms linear in $S$ are $-\tfrac{6}{64}S$ and $+\tfrac{6}{64}S$, and they cancel. The factor $1-S^2$ is the same for all $q$, so it multiplies the whole rate:

$$G_{\rm dis}(S)=G_0(1-S^2).$$

Here the model also neglects changes in the electron wavefunctions and in the density of final states.

The occupation statistics were tested on 200 random fcc lattices of 2048 sites for each $S$. The diffuse power per site, averaged over wavevectors away from the Bragg peaks, was 0.1876, 0.1569 and 0.0680 for $S=0$, 0.4 and 0.8. The formula gives 0.1875, 0.1575 and 0.0675.

### (c) The condition for a rise

Assume that disorder and phonon rates add, and that the phonon rate $G_{\rm ph}(T)$ is unchanged by order. Define both component resistivities with the carrier number of the disordered alloy:

$$r_0=\frac{G_0}{n_0},\qquad r_{\rm ph}=\frac{G_{\rm ph}}{n_0}.$$

Dividing the total rate by $n(S)$ gives

$$r(S)=\frac{r_0(1-S^2)+r_{\rm ph}}{1-AS^2}.$$

The disordered alloy has $r(0)=r_0+r_{\rm ph}$. Put the difference over a common denominator:

$$\begin{aligned}
r(S)-r(0)&=\frac{r_0(1-S^2)+r_{\rm ph}-(1-AS^2)(r_0+r_{\rm ph})}{1-AS^2}\\
&=\frac{S^2\,[A\,r_{\rm ph}-(1-A)\,r_0]}{1-AS^2}.
\end{aligned}$$

The denominator is positive because $A<1$. For $0<A<1$ and any $S>0$, ordering therefore raises the resistivity if and only if

$$\boxed{\,r_{\rm ph}>r_{\rm ph}^*=\frac{1-A}{A}\,r_0\,}$$

The order parameter has dropped out. To see whether the resistivity could rise and then fall as order develops, set $y=S^2$ and differentiate:

$$\begin{aligned}
\frac{dr}{dy}&=\frac{-r_0(1-Ay)+A[r_0(1-y)+r_{\rm ph}]}{(1-Ay)^2}\\
&=\frac{A\,r_{\rm ph}-(1-A)\,r_0}{(1-Ay)^2}.
\end{aligned}$$

The two terms in $Ay\,r_0$ cancel, leaving the same bracket as before. The change is monotonic: partial order moves the resistivity in the same direction as full order.

The condition can be read as a competition between two fractions. Ordering removes a fraction $S^2r_0/(r_0+r_{\rm ph})$ of the total scattering and a fraction $AS^2$ of the effective carriers. The resistivity rises when the second fraction is larger, which requires $A>r_0/(r_0+r_{\rm ph})$. Phonons matter because they dilute the benefit of removing disorder, while the lost carriers affect the current whatever scatters it.

At the threshold, the total resistivity is $r_0+(1-A)r_0/A=r_0/A$, whatever the order. When $A$ is small, $r_{\rm ph}^*\approx r_0/A$ is large. As $A$ approaches 1, the threshold goes to zero. For $A\le0$ the bracket is negative for every $r_{\rm ph}\ge0$, so there is no threshold and ordering lowers the resistivity.

The reference state of $r_{\rm ph}$ matters. If the phonon resistivity is quoted for the ordered crystal, it is $r_{\rm ph}/(1-AS^2)$. Its threshold is then

$$\frac{(1-A)\,r_0}{A(1-AS^2)},$$

which does depend on $S$.

### (d) Temperature and numerical example

Take as the starting formula the standard phonon transport rate for a coupling spectrum $\alpha^2F(\omega)$, with $k$ now Boltzmann's constant:

$$G_{\rm ph}=4\pi kT\int_0^\infty\frac{d\omega}{\omega}\,\alpha^2F(\omega)\left(\frac{x}{\sinh x}\right)^2,\qquad x=\frac{\omega}{2kT}.$$

The coupling constant is $\lambda=2\int d\omega\,\alpha^2F/\omega$. When $kT$ is large compared with the phonon energies, $x/\sinh x\to1$, and

$$G_{\rm ph}\to4\pi kT\,\frac{\lambda}{2}=2\pi\lambda kT .$$

Equating this to $G_{\rm ph}^*=G_0(1-A)/A$ gives the crossover temperature

$$T^*=\frac{G_0(1-A)}{2\pi\lambda kA}.$$

For a first correction, use the Debye spectrum $\alpha^2F=2\lambda(\omega/\omega_D)^4$ up to $\omega_D=k\Theta$. Since $(x/\sinh x)^2\approx1-x^2/3=1-\omega^2/(12k^2T^2)$,

$$\frac{G_{\rm ph}}{2\pi\lambda kT}\approx
\frac{4}{\omega_D^4}\int_0^{\omega_D}d\omega\,\omega^3\left(1-\frac{\omega^2}{12k^2T^2}\right)
=1-\frac{\Theta^2}{18T^2}.$$

The true rate is slightly below the linear law, so the crossover moves up in temperature.

**The numbers.** The carrier density is $4/3.75^3=0.0759$ angstrom$^{-3}$. With $G_0=0.140$ eV, $r=G/n$ gives $r_0=9.95\ \mu\Omega\,$cm.

For $A=0.4$, the threshold rate is $0.140\times0.6/0.4=0.210$ eV. The threshold resistivity is $9.95\times1.5=14.9\ \mu\Omega\,$cm, or 0.687 atomic units. The crossover would lie near 2590 K, well above the assumed melting temperature. This solid therefore has no accessible crossover: in the model, ordering lowers its resistivity wherever it can order.

For $A=0.8$, the threshold rate is $0.140\times0.2/0.8=0.035$ eV. The threshold resistivity is $9.95\times0.25=2.49\ \mu\Omega\,$cm, or 0.114 atomic units. The linear phonon law places the crossover at 431 K, and the full Debye integral places it at 441 K. Both lie below the ordering temperature.

With the linear phonon law, the values of $A$ that put the crossover below the ordering temperature $T_c$ follow from $T^*<T_c$. Let $G_c=2\pi\lambda kT_c$, which is 0.0536 eV at 660 K. Then $G_0(1-A)<AG_c$, or

$$A>\frac{G_0}{G_0+G_c}=\frac{0.140}{0.1936}=0.723 .$$

For $A=0.8$, the linear phonon law gives the total resistivities below, in $\mu\Omega\,$cm. Compared with the full Debye integral, it overstates $r_{\rm ph}$ by about 5% at 300 K and 1% at 600 K.

| $T$ (K) | $r_{\rm ph}$ | $S=0$ | $S=0.5$ | $S=0.9$ |
|---|---:|---:|---:|---:|
| 300 | 1.73 | 11.7 | 11.5 | 10.3 |
| 600 | 3.46 | 13.4 | 13.7 | 15.2 |

The entries for $S=0.9$ show the competition. The remaining disorder term is $9.951\times0.19=1.891$, and the carrier factor is $1-0.8\times0.81=0.352$. At 300 K the total is $(1.891+1.732)/0.352=10.3$. At 600 K it is $(1.891+3.464)/0.352=15.2$. The carrier factor is the same at both temperatures; the phonon term changes the outcome.

These are comparisons at fixed temperature, not points on an equilibrium heating curve. If $S$ follows the temperature continuously, then

$$\frac{dr}{dT}=\left(\frac{\partial r}{\partial T}\right)_S+\left(\frac{\partial r}{\partial S^2}\right)_T\frac{dS^2}{dT}.$$

Above the threshold, loss of order on heating makes the second term negative. The first remains positive, so the threshold alone does not fix the sign of the measured slope. If long-range order instead vanishes in a jump, as it does in the mean-field theory of this A₃B structure at uniform composition, the derivative does not apply at the jump. (If ordered and disordered regions may differ slightly in composition, mean-field theory spreads the jump over a two-phase interval of order 1% of $T_c$.) The temperature is then the same on both sides, and the threshold does fix the sign of the step: above it, the model resistivity drops when order is lost on heating.

### (e) How firm is the condition?

**A different carrier law.** Let $n=n_0(1-g)$, where $g(S)$ is a general fractional loss with $0<g<1$. The numerator of $r(S)-r(0)$ becomes

$$r_0(1-S^2)+r_{\rm ph}-(1-g)(r_0+r_{\rm ph})
=g\,r_{\rm ph}-(S^2-g)\,r_0 .$$

Ordering now raises the resistivity when

$$r_{\rm ph}>\left(\frac{S^2}{g}-1\right)r_0 .$$

This is independent of $S$ only if $g$ is proportional to $S^2$. The simple threshold thus depends on a premise of Rossiter's model, and that premise can fail.

Consider free electrons with a weak superlattice potential of wavevector $Q$ along $x$. The average occupation has a Fourier component proportional to $p_B-p_A=S$, so the potential component has magnitude $V\propto S$. Suppose that the planes $k_x=\pm Q/2$ cut the Fermi sphere. Near the first plane put $k_x=Q/2+q$. The two mixed states have mean energy $Q^2/8+q^2/2$ and half-difference $\xi=Qq/2$, giving

$$\varepsilon_x=\frac{Q^2}{8}+\frac{q^2}{2}\pm\sqrt{\xi^2+V^2}.$$

The lower sign applies for $q<0$ and the upper for $q>0$. The velocity is therefore

$$v_x=q+\frac Q2\,\frac{|\xi|}{\sqrt{\xi^2+V^2}} .$$

The transverse energy is $k_\perp^2/2$, so integrating the delta function in part (a) over the transverse plane gives $2\pi$ wherever $\varepsilon_x<\varepsilon_F$. The carrier number along $Q$ is then $n=\int dk_x\,v_x^2/(2\pi^2)$. Near the plane, the leading loss in $v_x^2$ is

$$\left(\frac Q2\right)^2\left(1-\frac{\xi^2}{\xi^2+V^2}\right)
=\left(\frac Q2\right)^2\frac{V^2}{\xi^2+V^2}.$$

The cross term is odd in $q$ and cancels at this order. So do the energy shifts on the two sides of the plane, which leaves the Fermi energy unchanged to first order in $V$. Using $dq=(2/Q)d\xi$ and counting both planes,

$$\Delta n=\frac{2}{2\pi^2}\left(\frac Q2\right)^2\frac2Q\int_{-\infty}^{\infty}\frac{V^2\,d\xi}{\xi^2+V^2}
=\frac{QV}{2\pi}.$$

The infinite limits are allowed at leading order because the integrand is concentrated within $|\xi|\sim V$. The loss is linear in $V$, and hence in $S$, as long as the gap $2V$ is wide compared with the scattering rate $G$ and small enough for first order in $V$ to hold. When several planes cut the Fermi sphere, as the (100) and (110) planes do for the cell of part (d), a gap near 1 eV is outside this range and the loss grows more slowly than linearly. With a constant rate $G$, transitions between the two mixed bands restore part of the current and change the loss integrand to $V^2/(\xi^2+V^2+G^2/4)$. The integral, and so the loss, is then multiplied by $2V/\sqrt{4V^2+G^2}$. When $2V$ is much smaller than $G$, the loss is therefore quadratic in $V$. A plane-wave band calculation without broadening, with $k_F=1$, $Q=1.4$ and $V=0.004$ atomic units and the Fermi energy held fixed, gave 0.992 of $QV/2\pi$. Doubling $V$ multiplied the loss by about 1.98. Holding the electron number fixed instead changes these values to 0.994 and 1.99.

To see the consequence, replace $AS^2$ by $AS$, which keeps the same loss at full order. At $S=0.9$ the threshold becomes $(0.9/A-1)r_0$. For $A=0.8$ it falls from 2.49 to 1.24 $\mu\Omega\,$cm; for $A=0.4$ it falls from 14.9 to 12.4 $\mu\Omega\,$cm. For $S<A$ the expression is negative: with this law, such partial order raises the resistivity even without phonons. The direction of the change can therefore reverse as order develops.

**A changed phonon rate.** Let order multiply the phonon rate by $1+bS^2$, while keeping the quadratic carrier law. The numerator gains $bS^2r_{\rm ph}$, so it becomes

$$S^2[(A+b)\,r_{\rm ph}-(1-A)\,r_0].$$

For $A+b>0$, the threshold is $(1-A)r_0/(A+b)$. With $A=0.8$, a reduction of the phonon rate by 10% at full order ($b=-0.1$) raises the threshold to 2.84 $\mu\Omega\,$cm. An increase of 10% lowers it to 2.21 $\mu\Omega\,$cm. For $A=0.4$ the corresponding values are 19.9 and 11.9 $\mu\Omega\,$cm, a wider relative spread because $b$ is a larger part of $A+b$.

**Comparison with a real alloy.** The cell size, disorder resistivity and ordering temperature are in the rough range of Cu₃Au, but $A$ is chosen, not measured. Ordering lowers the resistivity of Cu₃Au. The model gives this direction for $A=0.4$ wherever the alloy can order, but also for $A=0.8$ below its crossover, so the direction at one temperature does not determine $A$. It only bounds it: a lowering requires $A<G_0/(G_0+G_{\rm ph})$, which with the linear phonon law is 0.85 at 300 K and 0.72 at 660 K. The value $A=0.8$ represents a strong carrier loss and is not an estimate for that alloy. A real alloy need not follow the quadratic law; in the comparison above, a linear law halves the $A=0.8$ threshold at $S=0.9$. A real alloy also retains short-range order when long-range order is lost; if this changes the reference $r_0$ by 10% and leaves the factor $1-S^2$ intact, the threshold changes by 10%.

At the $A=0.8$ crossover, thermal smearing is small: $kT/\varepsilon_F=0.006$. The mean free path in the disordered state is 57 angstrom, about 15 cell edges, so weak scattering is reasonable. Scattering also broadens the superlattice gap. Assume a gap of 1 eV at full order, proportional to $S$. At full order only the phonon rate of 0.035 eV remains, which is 0.035 of the gap. At $S=0.5$ the total rate is $0.140\times0.75+0.035=0.140$ eV and the gap is 0.5 eV, so the ratio is 0.28. It grows further as $S$ falls. (The ratio in the numerical output divides the rate of the disordered state by the full-order gap, so it does not describe a single state of the alloy.) By the single-plane factor $2V/\sqrt{4V^2+G^2}$, broadening reduces the carrier loss by about 4% at $S=0.5$, and by more at smaller $S$. This estimate assumes a constant rate and one gap plane; a prediction for a particular alloy needs its carrier loss calculated from its own bands and disorder. The remaining values are in the numerical output.

## Numbers as computed

```
Cell edge: 3.75 angstrom; carriers: 0.0759 angstrom^-3
Disorder rate hbar/tau: 0.140 eV
Residual resistivity r0: 9.951 microohm cm
Phonon coupling: 0.15; Debye temperature: 280 K
Ordering T: 660 K; rough melting T: 1200 K
Phonon rate at ordering T: 0.0536 eV
Smallest A for crossover below ordering T: 0.723
Diffuse power S=0.0: sampled 0.1876, formula 0.1875
Diffuse power S=0.4: sampled 0.1569, formula 0.1575
Diffuse power S=0.8: sampled 0.0680, formula 0.0675
Plane-gap carrier loss ratio, V doubled: 1.985
Plane-gap loss / first-order formula: 0.992
--- A = 0.4
Threshold phonon rate: 0.2100 eV
Threshold r_ph: 14.926 microohm cm = 0.6866 atomic units
Total resistivity at threshold: 24.877 microohm cm
Same threshold, ordered-state r_ph, S=0.9: 22.080 microohm cm
Crossover T: linear 2585.7 K, Debye 2587.4 K
Threshold, linear loss A*S, S=0.9: 12.439 microohm cm
Threshold, phonon change b=-0.1: 19.902 microohm cm
Threshold, phonon change b=+0.1: 11.941 microohm cm
Mean free path at threshold, S=0: 28.5 angstrom
Total broadening / assumed 1.0 eV gap: 0.350
Thermal smearing kT/E_F at crossover: 0.0341
--- A = 0.8
Threshold phonon rate: 0.0350 eV
Threshold r_ph: 2.488 microohm cm = 0.1144 atomic units
Total resistivity at threshold: 12.439 microohm cm
Same threshold, ordered-state r_ph, S=0.9: 7.067 microohm cm
Crossover T: linear 430.9 K, Debye 440.7 K
Threshold, linear loss A*S, S=0.9: 1.244 microohm cm
Threshold, phonon change b=-0.1: 2.843 microohm cm
Threshold, phonon change b=+0.1: 2.211 microohm cm
Mean free path at threshold, S=0: 57.0 angstrom
Total broadening / assumed 1.0 eV gap: 0.175
Thermal smearing kT/E_F at crossover: 0.0057
--- Resistivity in microohm cm at S = 0, 0.5, 0.9 (linear phonon law)
A=0.4, T=300 K, r_ph=1.732: 11.683, 10.217, 5.359
A=0.4, T=600 K, r_ph=3.464: 13.415, 12.141, 7.921
A=0.8, T=300 K, r_ph=1.732: 11.683, 11.494, 10.291
A=0.8, T=600 K, r_ph=3.464: 13.415, 13.659, 15.211
Fermi energy: 6.534 eV
```
